# A voltage probe on a resonant level: height, width and area, part 1

(Sections cited here and not found follow in the second part.)

## First half: the probe and the resonance curve

A single electronic level of energy $\varepsilon_0$ lies between a left lead L and a right lead R. A third lead, the probe P, is also attached to it. An electron that enters the probe is absorbed there. The probe sends back another electron whose phase bears no relation to that of the first, so the probe serves as a simple model of phase loss and inelastic scattering. Its potential adjusts itself until it draws no net current.

The questions are what the probe does to transmission from L to R, and what it leaves alone. Electrons are independent: their mutual repulsion enters at most as a shift of $\varepsilon_0$. Formulas are per spin until the diode example, $e>0$ is the elementary charge, and $I_i$ is the particle current from reservoir $i$ into the level, multiplied by $e$.

### (a) Scattering at the level

**Question.** Represent each lead by a semi-infinite chain with sites $n=1,2,\dots$, nearest-neighbour matrix element $-t$ and site energy zero. The first site of chain $i$ is joined to the level by $-w_i$. Find the probability $T_{ij}$ that an electron arriving in lead $j$ leaves through lead $i\ne j$. Then let the band become very wide.

**Solution.** Inside a chain the Schrödinger equation is $E\psi(n)=-t\psi(n+1)-t\psi(n-1)$. A wave $e^{\pm ikn}$ solves it with $E=-2t\cos k$, where $0<k<\pi$. Its speed is $(1/\hbar)\,dE/dk=(2t/\hbar)\sin k$ in sites per unit time, so $e^{ikn}$ travels away from the level and $e^{-ikn}$ travels towards it. For a unit wave arriving in lead $j$,

$$\psi_i(n)=\delta_{ij}e^{-ikn}+s_{ij}e^{ikn}.$$

Let $c$ be the amplitude on the level. The first chain site obeys $E\psi_i(1)=-t\psi_i(2)-w_ic$. The wave form above, continued to $n=0$, obeys $E\psi_i(1)=-t\psi_i(2)-t\psi_i(0)$. The two agree if $t\psi_i(0)=w_ic$, which gives

$$s_{ij}=\frac{w_i}{t}c-\delta_{ij}.$$

The equation on the level is $(E-\varepsilon_0)c=-\sum_iw_i\psi_i(1)$. Inserting the waves and then $s_{ij}$,

$$(E-\varepsilon_0)c=-w_je^{-ik}-\sum_iw_is_{ij}e^{ik}
=w_j\left(e^{ik}-e^{-ik}\right)-c\,e^{ik}\sum_i\frac{w_i^2}{t}.$$

The bracket is $2i\sin k$. Collecting the terms in $c$,

$$c=2iw_j\sin k\;G,\qquad
G=\frac{1}{E-\varepsilon_0+e^{ik}\sum_iw_i^2/t}.$$

Define the width due to lead $i$ as $\Gamma_i(E)=(2w_i^2/t)\sin k$. For $i\neq j$,

$$s_{ij}=\frac{2iw_iw_j\sin k}{t}G=i\sqrt{\Gamma_i\Gamma_j}\,G .$$

All chains have the same speed at a given energy, so the ratio of outgoing to incoming flux is $|s_{ij}|^2$:

$$T_{ij}=\Gamma_i\Gamma_j|G|^2\qquad(i\neq j).$$

The wide-band limit is $t\to\infty$ with $w_i^2/t$ and $E$ fixed. Then $\cos k=-E/2t\to0$ and $\sin k\to1$. The widths become constants $\Gamma_i=2w_i^2/t$, and $e^{ik}\sum_iw_i^2/t\to i\Gamma/2$. With $\delta=E-\varepsilon_0$ and $\Gamma=\Gamma_L+\Gamma_R+\Gamma_P$,

$$G=\frac{1}{\delta+i\Gamma/2},\qquad |G|^2=\frac{1}{\delta^2+\Gamma^2/4}.$$

The time scale $\hbar/\Gamma_i$ is the mean time for escape into lead $i$ if that lead acts alone. Constant widths are a good description when the lead bands and the barriers vary little over the energies that matter.

### (b) Eliminating the probe

**Question.** Let the probe current vanish at each energy separately. Find the occupation $f_P(E)$ of the probe and the effective transmission $T_{\rm eff}(E)$, defined by

$$I_L=\frac eh\int T_{\rm eff}(E)\,(f_L-f_R)\,dE .$$

**Solution.** First the currents are needed. A lead state range $dk/2\pi$ moving at speed $(1/\hbar)dE/dk$ carries an incident flux $dE/(2\pi\hbar)=dE/h$. The net current out of reservoir $i$ is therefore its incident flux less everything that leaves through lead $i$:

$$I_i=\frac eh\int\Big[f_i-\sum_j|s_{ij}|^2f_j\Big]dE .$$

The probabilities in the sum add to one. To see this, use $s_{ii}=i\Gamma_iG-1$, so that

$$|s_{ii}|^2=1+\Gamma_i^2|G|^2-2\,{\rm Re}(i\Gamma_iG).$$

Since ${\rm Re}(iG)=-{\rm Im}\,G=(\Gamma/2)|G|^2$, this is $1-\Gamma_i(\Gamma-\Gamma_i)|G|^2$. The other terms $\sum_{j\ne i}\Gamma_i\Gamma_j|G|^2$ equal $\Gamma_i(\Gamma-\Gamma_i)|G|^2$, and the total is one. Multiplying $f_i$ by this total gives

$$I_i=\frac eh\int\sum_{j\neq i}T_{ij}(f_i-f_j)\,dE .$$

Zero probe current at energy $E$ means $T_{PL}(f_P-f_L)+T_{PR}(f_P-f_R)=0$. Let $\gamma=\Gamma_L+\Gamma_R$. For $\Gamma_P>0$ the common factor $\Gamma_P|G|^2$ cancels:

$$f_P=\frac{T_{PL}f_L+T_{PR}f_R}{T_{PL}+T_{PR}}
=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\gamma}.$$

The probe occupation is a weighted mean of those of the leads, and the weights do not depend on energy. It follows that

$$f_L-f_P=\frac{\Gamma_R}{\gamma}(f_L-f_R).$$

The integrand of $I_L$ is $T_{LR}(f_L-f_R)+T_{LP}(f_L-f_P)$. Hence

$$T_{\rm eff}=\Gamma_L\Gamma_R|G|^2+\Gamma_L\Gamma_P|G|^2\frac{\Gamma_R}{\gamma}
=\Gamma_L\Gamma_R|G|^2\,\frac{\gamma+\Gamma_P}{\gamma}.$$

With $g=\Gamma_L\Gamma_R/\gamma$ and $\gamma+\Gamma_P=\Gamma$,

$$T_{\rm eff}(E)=\frac{g\,\Gamma}{\delta^2+\Gamma^2/4}.$$

For $\Gamma_P=0$ the probe term is absent, and the same formula holds with $\Gamma=\gamma$.

A probe with zero current at each energy is called a dephasing probe, because it changes no electron's energy. The same $T_{\rm eff}$ describes a voltage probe in linear response at zero temperature. There $f_i-f_j$ becomes $(\mu_i-\mu_j)\,\delta_D(E-\mu)$, where $\delta_D$ is the delta function and $\mu$ the common chemical potential. A single energy carries the current, and the zero-current condition is the one just solved, with $\mu_i$ in place of $f_i$. The conductance per spin is then $(e^2/h)T_{\rm eff}(\mu)$.

### (c) Height and width

**Question.** Find the height and the full width at half maximum of $T_{\rm eff}$. At which energies does the probe lower the transmission, and at which does it raise it, if $\Gamma_L$ and $\Gamma_R$ are held fixed?

**Solution.** The denominator is smallest at $\delta=0$, so the maximum is

$$T_{\max}=\frac{g\Gamma}{\Gamma^2/4}=\frac{4g}{\Gamma}
=\frac{4\Gamma_L\Gamma_R}{\gamma^2}\,\frac{\gamma}{\Gamma}.$$

The factor before the last fraction is the height without the probe. The probe multiplies it by $\gamma/\Gamma<1$. Half the maximum is reached when the denominator has doubled, $\delta^2+\Gamma^2/4=\Gamma^2/2$. This gives $\delta=\pm\Gamma/2$ and a full width $\Gamma=\gamma+\Gamma_P$.

The change caused by the probe is

$$g\left[\frac{\Gamma}{\delta^2+\Gamma^2/4}-\frac{\gamma}{\delta^2+\gamma^2/4}\right].$$

Over the common, positive denominator, the numerator in the bracket is

$$\Gamma\delta^2+\frac{\Gamma\gamma^2}{4}-\gamma\delta^2-\frac{\gamma\Gamma^2}{4}
=(\Gamma-\gamma)\left(\delta^2-\frac{\gamma\Gamma}{4}\right).$$

The curves cross at $|\delta|=\tfrac12\sqrt{\gamma\Gamma}$. Closer to the level the probe lowers transmission; farther away it raises it. For $|\delta|\gg\Gamma$ both curves fall as $1/\delta^2$, and their ratio tends to $\Gamma/\gamma$.

Take $\Gamma_L=0.5$ meV, $\Gamma_R=1.5$ meV and $\Gamma_P=4$ meV. Then $\gamma=2$ meV, $\Gamma=6$ meV and $g=0.5\times1.5/2=0.375$ meV. The height falls from $4\times0.375/2=0.75$ to $4\times0.375/6=0.25$, while the width grows from 2 to 6 meV. The curves cross at $\tfrac12\sqrt{2\times6}=1.73$ meV from the level.

These values were tested by solving the scattering equations of three chains numerically, with $t=10^5$ meV, and setting the probe current to zero. The heights found were 0.7500 and 0.2500, the widths 2.000 and 6.000 meV, and the crossing 1.7321 meV.

### (d) The area under the curve

**Question.** Integrate $T_{\rm eff}$ over all energies. Explain the outcome through the density of states on the level. How much of the area belongs to electrons that never visit the probe?

**Solution.** Substitute $\delta=(\Gamma/2)\tan\theta$, so that $d\delta=(\Gamma/2)\,d\theta/\cos^2\theta$ and $\delta^2+\Gamma^2/4=\Gamma^2/(4\cos^2\theta)$. Then

$$\int_{-\infty}^{\infty}T_{\rm eff}\,dE
=g\Gamma\,\frac{4}{\Gamma^2}\,\frac{\Gamma}{2}\int_{-\pi/2}^{\pi/2}d\theta
=2\pi g=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.$$

The probe width has cancelled. What the peak loses in height it regains in width.

To find the physical reason, count the states on the level. A unit wave arriving in lead $i$ puts the weight $|c|^2=4w_i^2\sin^2k\,|G|^2$ there. Such waves have density $(1/2\pi)\,dk/dE=1/(4\pi t\sin k)$ in energy. Their product is $(w_i^2\sin k/\pi t)|G|^2=\Gamma_i|G|^2/2\pi$. Adding the three leads gives the density of states on the level:

$$A(E)=\frac{\Gamma|G|^2}{2\pi}=\frac{1}{2\pi}\,\frac{\Gamma}{\delta^2+\Gamma^2/4},
\qquad T_{\rm eff}=2\pi g\,A(E).$$

The substitution used above also gives $\int A\,dE=1$. The level holds one state per spin, however many leads broaden it. The factor $g$ contains only the couplings to L and R, because the probe returns each electron it takes and the level divides its net outflow between L and R in the unchanged ratio $\Gamma_L:\Gamma_R$. Since the level holds one state whatever the probe width, the area is $2\pi g$ for every $\Gamma_P$. The ratio alone would not fix it: doubling both $\Gamma_L$ and $\Gamma_R$ doubles $g$ and the area.

The direct part is $T_{LR}=\Gamma_L\Gamma_R|G|^2=(\gamma/\Gamma)T_{\rm eff}$. Its area is $2\pi g\,\gamma/\Gamma$, which leaves $2\pi g\,\Gamma_P/\Gamma$ for transmission by way of the probe. Neither part is conserved; their sum is. In the example the total is $2\pi\times0.375=2.356$ meV. The direct part is $2.356\times2/6=0.785$ meV, one third of it. The chain calculation gave a total area of 2.3562 meV for $\Gamma_P=0$, 1, 4 and 20 meV, and a direct area of 0.7854 meV for $\Gamma_P=4$ meV.

The statement concerns the integral over all energies. A window from $\varepsilon_0-W$ to $\varepsilon_0+W$ limits $\theta$ to $|\theta|<\arctan(2W/\Gamma)$ and contains the area $4g\arctan(2W/\Gamma)$. For $W\gg\Gamma$, $\arctan x\simeq\pi/2-1/x$, and the missing fraction is about $\Gamma/(\pi W)$. It grows with the probe width. If $\Gamma_P\to\infty$ at fixed $W$, the area inside the window tends to zero, although the full area stays at $2\pi g$ for every finite $\Gamma_P$.

The area can be scanned, in this model, by measuring the zero-temperature linear conductance while a gate moves $\varepsilon_0$ through the chemical potential. The widths must stay fixed during the sweep.

## Second half: finite bias, limits of validity and a diode

The symbols carried over are the constant widths $\Gamma_L,\Gamma_R,\Gamma_P$, with $\gamma=\Gamma_L+\Gamma_R$, $\Gamma=\gamma+\Gamma_P$ and $g=\Gamma_L\Gamma_R/\gamma$. The distance from the level is $\delta=E-\varepsilon_0$, and $|G|^2=1/(\delta^2+\Gamma^2/4)$. The first half gave

$$T_{ij}=\Gamma_i\Gamma_j|G|^2,\qquad
A=\frac{\Gamma|G|^2}{2\pi},\qquad
T_{\rm eff}=2\pi gA,\qquad \int A\,dE=1 .$$

Here $A$ is the density of states on the level. The effective transmission was found for a dephasing probe, whose current vanishes at each energy.

### (e) A true voltage probe at finite bias

**Question.** A voltage probe has a Fermi distribution $f_P$ of given temperature and a chemical potential $\mu_P$. Only its total current vanishes. Does $\mu_P$ exist, is it unique, and how does the current compare with that for the dephasing probe?

For constant widths, a dephasing probe lowers and broadens the transmission peak but leaves its area over all energies at $2\pi g$. Still to come are the voltage probe at finite bias, widths that depend on energy, and the double-barrier diode with the effects its model neglects.
